# Ring-current energy and diamagnetism of the cyclopentadienyl anion

## Two electrons on a pentagon

Take five carbon atoms at the corners of a regular pentagon, each with one $p_z$ orbital of energy $\alpha$. Neighbours are coupled by the resonance integral $\beta<0$; overlap and electron repulsion are left out for now. Put in only two electrons. Without a field they share the orbital with equal amplitudes $c_j=1/\sqrt5$. Each site receives $\beta$ from its left and its right neighbour, so the orbital energy is $\alpha+2\beta$.

A magnetic field normal to the ring gives each coupling a phase. Suppose, as the next section justifies, that the step from site $j$ to site $j+1$ carries $\beta e^{-i\varphi}$ and the reverse step $\beta e^{i\varphi}$, with

$$\varphi=\frac{2\pi f}{5},\qquad f=\frac{BS}{h/e}.$$

Here $S$ is the ring area, $B$ the field along $+z$, and the sites are numbered counterclockwise seen from $+z$. Equal amplitudes still solve the problem, with energy $\alpha+\beta(e^{-i\varphi}+e^{i\varphi})=\alpha+2\beta\cos\varphi$. Relative to $2\alpha$, the two electrons have

$$E_2(f)=4\beta\cos\frac{2\pi f}{5}.$$

Since $\beta<0$, the energy rises when a small field is applied: the phases spoil the bonding. That is a diamagnetic response.

Now test a limit. At $f=1$ the five phases add up to $2\pi$, which should be as good as no phase at all, yet the formula gives $4\beta\cos72^\circ$ and not $4\beta$. So the equal-amplitude orbital cannot be the lowest one at $f=1$. The other orbitals are needed, both for this limit and for the cyclopentadienyl anion, C$_5$H$_5^-$. It has six electrons in these orbitals: one from each carbon and one from the negative charge.

## Where the phase comes from

An electron has charge $-e$, so its Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m+V$. Use $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ with the origin at the ring centre, and write $\mathbf A_j=\mathbf A(\mathbf R_j)$ for its value at nucleus $j$. London's orbitals are

$$\chi_j=e^{-i(e/\hbar)\mathbf A_j\cdot\mathbf r}\,\phi_j(\mathbf r),$$

where $\phi_j$ is the real $p_z$ orbital at $\mathbf R_j$. The momentum operator acting on the exponential produces $-e\mathbf A_j$, hence

$$(\mathbf p+e\mathbf A)\chi_j=e^{-i(e/\hbar)\mathbf A_j\cdot\mathbf r}\,[\mathbf p+e(\mathbf A-\mathbf A_j)]\phi_j .$$

The remaining potential is $\mathbf A-\mathbf A_j=\tfrac12\mathbf B\times(\mathbf r-\mathbf R_j)$. Squaring the bracket gives two field terms. The linear one is $(eB/2m)L_z$, with $L_z$ taken about the atom's own nucleus, and it vanishes because $L_z\phi_j=0$ for a $p_z$ orbital. The quadratic one, $e^2B^2\rho_j^2/8m$, with $\rho_j$ the distance from the atom's axis, is a local diamagnetic energy. London's model drops it; its size is estimated below.

What is left is the field-free Hamiltonian $H_0$ between orbitals with phases:

$$H_{ij}=\int\phi_i\,e^{i(e/\hbar)(\mathbf A_i-\mathbf A_j)\cdot\mathbf r}\,H_0\phi_j\,d^3r .$$

For $i=j$ the phase is zero and the element is $\alpha$. For neighbours, replace $\mathbf r$ in the exponent by the bond midpoint $(\mathbf R_i+\mathbf R_j)/2$. Because $(\mathbf B\times\mathbf R_i)\cdot\mathbf R_i=0$,

$$(\mathbf A_i-\mathbf A_j)\cdot\tfrac12(\mathbf R_i+\mathbf R_j)
=\tfrac14\left[(\mathbf B\times\mathbf R_i)\cdot\mathbf R_j-(\mathbf B\times\mathbf R_j)\cdot\mathbf R_i\right]
=\tfrac12\mathbf B\cdot(\mathbf R_i\times\mathbf R_j).$$

Set $i=j+1$. The triangle formed by the centre and the bond has area $S/5$, and $\mathbf R_{j+1}\times\mathbf R_j$ points along $-z$ with length $2S/5$. The expression is therefore $-BS/5$, and

$$H_{j+1,j}=\beta\,e^{-i(e/\hbar)BS/5}=\beta\,e^{-2\pi i f/5}.$$

This is the phase assumed above. It vanishes for $B=0$ and changes sign with $B$, as it must.

The individual phases depend on the gauge, but their sum does not. Let the bond phases be $\theta_j$, and write the amplitudes as $c_j=e^{i\lambda_j}c'_j$. The phases become $\theta_j+\lambda_j-\lambda_{j+1}$, whose sum round the ring is unchanged. With $\lambda_{j+1}=\lambda_j+\theta_j-\bar\theta$, where $\bar\theta$ is the mean, all five become equal. The spectrum thus depends on the total phase $-2\pi f$, and a change of that total by $2\pi$ can be placed on one bond, where it has no effect. All energies have period 1 in $f$.

## All five levels

Try $c_j=e^{2\pi ikj/5}/\sqrt5$. The ring closes if $k$ is an integer, and $k=0,\pm1,\pm2$ gives five different orbitals. Site $j$ receives

$$\beta e^{-i\varphi}c_{j-1}+\beta e^{i\varphi}c_{j+1}
=\beta\left[e^{-i(\varphi+2\pi k/5)}+e^{i(\varphi+2\pi k/5)}\right]c_j ,$$

so that

$$\varepsilon_k(f)=\alpha+2\beta\cos\frac{2\pi(k+f)}{5}.$$

The puzzle at $f=1$ is solved: there $k=-1$ has energy $\alpha+2\beta$ and is the lowest orbital.

Which three orbitals do six electrons fill? For $0\le f\le\tfrac12$ the distances $|k+f|$ are

$$f,\quad 1-f,\quad 1+f,\quad 2-f,\quad 2+f$$

for $k=0,-1,1,-2,2$. None exceeds $5/2$, and in that range $\cos(2\pi x/5)$ falls as $x$ grows. With $\beta<0$ a larger distance means a higher energy. The third and fourth levels keep their order as long as $1+f<2-f$, that is $f<\tfrac12$. Negative $f$ follows by exchanging $k$ and $-k$. Hence, with the energy of the electron spins in the field left out, $k=0,\pm1$ are doubly filled for $|f|<\tfrac12$, and a filled and an empty level meet at $|f|=\tfrac12$.

## Six electrons

Add the three filled levels twice and measure from $6\alpha$. With $\gamma=2\pi/5$,

$$E(f)=4\beta\left[\cos\varphi+\cos(\varphi+\gamma)+\cos(\varphi-\gamma)\right].$$

The last two cosines are $\cos\varphi\cos\gamma\mp\sin\varphi\sin\gamma$. The sine terms cancel, because $k=1$ and $k=-1$ are equally filled:

$$E(f)=4\beta\cos\varphi\,(1+2\cos\gamma).$$

The value of $x=2\cos\gamma$ follows from the fifth roots of unity, whose sum is zero: $1+2\cos\gamma+2\cos2\gamma=0$. Since $2\cos2\gamma=4\cos^2\gamma-2=x^2-2$, this reads $x^2+x-1=0$. The positive root is $x=(\sqrt5-1)/2$, so $1+x=(1+\sqrt5)/2$ and

$$\boxed{E(f)=2(1+\sqrt5)\,\beta\cos\frac{2\pi f}{5},\qquad |f|\le\tfrac12,}$$

relative to $6\alpha$. Beyond this range the curve repeats with period 1.

Two limits test it. At $f=0$ the levels lie at $2\beta$, $x\beta$ (twice) and $(x^2-2)\beta$ (twice). The filled ones give $4\beta+4x\beta=2(1+\sqrt5)\beta$, as required. The gap is $|\beta|(x-x^2+2)=|\beta|(1+2x)=\sqrt5\,|\beta|$, where $x^2=1-x$ was used.

At $f=\tfrac12$ the formula needs $\cos36^\circ=-\cos2\gamma=(2-x^2)/2=(1+x)/2=(1+\sqrt5)/4$ and gives $E=\tfrac12(1+\sqrt5)^2\beta=(3+\sqrt5)\beta$. Counting levels instead, the filled distances are $\tfrac12,\tfrac12,\tfrac32$, and $\cos108^\circ=-\cos72^\circ=-x/2$. The sum is $4\beta[(1+x)-x/2]=4\beta(1+x/2)=(3+\sqrt5)\beta$, the same value.

As a further test, the matrix was built from the vector potential in three gauges and diagonalized at 21 flux values from $-\tfrac12$ to $\tfrac12$. The six-electron energy agreed with the formula to within $10^{-11}|\beta|$.

## Proof that the response is diamagnetic

Use $\beta=-|\beta|$ and $1-\cos\varphi=2\sin^2(\varphi/2)$:

$$E(f)-E(0)=4(1+\sqrt5)\,|\beta|\sin^2\frac{\pi f}{5}\ \ge 0 .$$

For $|f|\le\tfrac12$ equality holds only at $f=0$. The field raises the energy.

The direction of the current says the same. A loop current $I$, counted positive counterclockwise, has the moment $IS=-dE/dB$, so $I=-dE/d\Phi$ with $\Phi=fh/e$:

$$I=-\frac eh\frac{dE}{df}=-\frac eh\,\frac{4\pi}{5}(1+\sqrt5)\,|\beta|\sin\frac{2\pi f}{5}.$$

For $0<f<\tfrac12$ it is negative, and its moment opposes the field. At $f=\tfrac12$ the energy has a kink and the current jumps. Between $f=\tfrac12$ and $f=1$ the energy falls again and the current has the other sign, so the statement about direction belongs to the first half period.

At small field $\varphi=eBS/5\hbar$ and $1-\cos\varphi\approx\varphi^2/2$. The magnetizability at $B=0$ is

$$\xi=-\frac{d^2E}{dB^2}=-2(1+\sqrt5)\,|\beta|\left(\frac{eS}{5\hbar}\right)^2<0 .$$

There is a simple reason for the sign. The orbitals $c_j$ do not depend on $f$ in the gauge with equal phases, so the field mixes no empty orbitals into the filled ones. Each level has the curvature $d^2\varepsilon_k/df^2=-(2\pi/5)^2(\varepsilon_k-\alpha)$, which is positive for a bonding level. All three filled levels are bonding at $f=0$.

## Remove two electrons

The cancellation between $k=1$ and $k=-1$ deserves a case in which it fails. With four paired electrons and small $f>0$, the filled levels are $k=0$ and $k=-1$:

$$E_4(f)=4\beta\left[\cos\varphi+\cos(\gamma-\varphi)\right]
=4\beta\left[(1+\cos\gamma)\cos\varphi+\sin\gamma\sin\varphi\right].$$

The last term is linear in $f$. The slope at $f=0^+$ is $-(8\pi/5)|\beta|\sin(2\pi/5)$, which is $-11.95$ eV for $\beta=-2.5$ eV. The energy falls, so this response is paramagnetic. The result holds for paired electrons in this model. With one electron in each of $k=\pm1$ the linear orbital terms cancel again. That filling, as a triplet, is in fact the lower state at small field: its spin energy falls with slope $-14.2$ eV for a bond length of 0.140 nm, faster than the paired state, and the repulsion used in the next section places it about 0.3 eV below the lowest singlet at $f=0$. The paired case shows how the cancellation fails; it is not the ground state of C$_5$H$_5^+$. Bonding orbitals alone are therefore not enough for diamagnetism: the filling must also be balanced.

## Put the repulsion back

Let the electrons repel through $U$ on one site and $V_{ij}$ between sites, coupled to the site densities. For the six-electron determinant, the density matrix of one spin is

$$\rho_{ij}=\frac15\sum_{k=0,\pm1}e^{2\pi ik(i-j)/5},$$

which does not contain $f$. The mean repulsion energy, with the carbon cores included as unit charges, is

$$U\sum_i\rho_{ii}^2+\sum_{i<j}V_{ij}\left[(2\rho_{ii}-1)(2\rho_{jj}-1)-2|\rho_{ij}|^2\right].$$

It is a constant. A change of gauge alters only the phases of $\rho_{ij}$, not the moduli. At the mean-field level of this symmetric determinant, repulsion leaves $E(f)-E(0)$ unchanged at fixed $\beta$.

Correlation does alter it. With $U=11$ eV and the Ohno form for $V_{ij}$ (7.5 eV between neighbours), full diagonalization for six electrons in the five orbitals gives 0.971 times the London energy rise at $f=0.02$. The response is about 3% weaker and still diamagnetic.

## Numbers for a free anion

Take the rough typical values $\beta=-2.5$ eV and a bond length $a=0.140$ nm, in a field of 10 T. The area is

$$S=\frac{5a^2}{4\tan36^\circ}=0.0337\ \mathrm{nm^2},\qquad
f=\frac{10\times0.03372}{4135.67}=8.15\times10^{-5}.$$

The flux is small indeed: $f=\tfrac12$ would need about $6\times10^4$ T. The closed shell would not last that far in a real ion. With these levels, the spin energy in the field favours a triplet from about $f=0.23$, or $2.8\times10^4$ T. At 10 T the paired state is safe. With $\varphi=2\pi f/5=1.025\times10^{-4}$ and $|E(0)|=6.472\times2.5=16.18$ eV, the energy rise is

$$\tfrac12\times16.18\times(1.025\times10^{-4})^2=8.5\times10^{-8}\ \mathrm{eV}.$$

The current is $-81$ nA, or $-8.1$ nA per tesla. The London ring-current term of the magnetizability, which is only a part of the value for the ion, for a field along the ring axis is $-2.7\times10^{-28}$ J/T$^2$, equal to $-16\times10^{-6}$ cm$^3$/mol in cgs units. The two results can be checked against each other: $\tfrac12|\xi|B^2=1.36\times10^{-26}$ J is again $8.5\times10^{-8}$ eV. A field in the ring plane gives no flux, so the average over all orientations is one third of the axial value.

## What the model leaves out

The following ratios compare each effect with the London response at the same $\beta$ and $a$. They are separate estimates and should not simply be added.

- **Neighbour overlap.** With overlap $s$, and energies measured from $\alpha$, the Bloch orbitals obey $2\beta C=\varepsilon(1+2sC)$, where $C=\cos[2\pi(k+f)/5]$ and $\beta$ now stands for $\beta-\alpha s$. For Slater orbitals $s=0.244$, and the response is 1.28 times as large. Second neighbours matter too: if their overlap of 0.047 is included, with couplings proportional to the overlaps, the factor becomes 1.55.
- **Bond width.** Away from the midpoint, the phase varies across the bond. If $\beta$ is reduced in the same proportion as the overlap integral, this adds a term $\langle u^2\rangle/d^2=0.23$ of the London response. Here $u$ is the in-plane distance from the bond line, averaged over the overlap density, and $d$ is the distance from the ring centre to a bond.
- **Local $\pi$ diamagnetism.** The dropped term $e^2B^2\rho_j^2/8m$, for six electrons in atomic $p_z$ orbitals, amounts to 0.49 of the London response. It is diamagnetic too.
- **The $\sigma$ electrons.** A similar atomic estimate gives 3.1 times the London response. It omits the paramagnetic van Vleck terms and is only a scale, but it shows that the ring current must not be taken for the total magnetizability of the ion.

Thermal excitation is negligible: at 400 K the gap of 5.59 eV is 162 times $kT$. The flux made by the ring current itself is of order $4\times10^{-5}$ of the applied flux.

When the anion is a ligand in a metal complex, it is no longer free, and its fivefold symmetry may be lost. A metal ion centred above the ring keeps that symmetry: its electrostatic potential changes $\alpha$ equally on all sites and $\beta$ equally on all bonds, so the form of $E(f)$ stays but its size changes. For a bare unit positive charge 0.17 to 0.20 nm above the ring, Slater orbitals give an increase of $|\beta|$ by about 6 to 4%, where $\beta$ again stands for $\beta-\alpha s$: the common shift of the site energies, times the overlap, has been subtracted. An uneven shift of $-0.5$ eV on one carbon lowers the response by 0.3%. Covalent mixing with metal orbitals is outside the model, and its effect is not estimated here. The resonance integral $\beta$ is an effective parameter, and the London response is proportional to it; with correlation at fixed repulsion the proportionality is only approximate. At fixed $\beta$ the London magnetizability varies as $a^4$, so a 1% error in bond length changes it by about 4%. Most of the values behind these estimates are listed in the numerical output.

## Computed results

```
Resonance integral beta: -2.50 eV
Bond length: 0.140 nm
Field normal to ring: 10.0 T
Temperature: 400 K
Coefficient 2(1+sqrt5): 6.47214
Ring area: 0.03372 nm^2
Flux quantum h/e: 4135.67 T nm^2
Flux number f: 8.1538e-05
Field for f = 1/2: 6.132e+04 T
Levels at f=0 minus alpha: -5.0000 -1.5451 -1.5451 4.0451 4.0451 eV
Gap at f=0: 5.5902 eV
Pi energy at f=0 minus 6 alpha: -16.1803 eV
Energy rise at the field: 8.4937e-08 eV
Ring current at the field: -80.711 nA
Ring current per tesla: -8.071 nA/T
Magnetizability, normal field: -2.7217e-28 J/T^2
Same per mole, cgs: -16.390 x 1e-6 cm^3/mol
Four electrons, dE/df at f=0+: -11.950 eV
Sizes of neglected effects
Slater exponent of carbon: 1.625 per Bohr radius
Neighbour p_z overlap: 0.2443
On-site repulsion U: 11.0 eV
Neighbour repulsion (Ohno): 7.513 eV
Response with correlation / London: 0.9713
Response with overlap / London: 1.2838
Energy shift of one carbon: -0.50 eV
Response with shifted carbon / London: 0.9971
Bond-width term / London: 0.2290
Local pi diamagnetism / London: 0.4941
Local sigma estimate / London: 3.06
Thermal energy kT: 0.03447 eV
Gap / kT: 162.2
Self-induced flux / applied flux (scale): 3.6e-05
```
